# Excess Noise Factor of an Electron-Multiplying CCD Register

## The register and its noise factor

Suppose that a pixel of a faint image collects 25 electrons on average during one exposure, and that the noise budget must decide whether to switch on the electron-multiplying register of the sensor. Without the register, the output amplifier adds its read noise to a signal of 25 electrons. With it, the signal is enlarged a thousandfold before it reaches the amplifier, and the read noise becomes negligible by comparison. The multiplication is itself random, however, so the shot-noise entry in the budget can no longer be 25 electrons squared. How much larger it must be determines the exposure time needed for a given precision, and it determines how quiet an ordinary amplifier must be before the register ceases to be worthwhile.

The register is a chain of $N$ stages through which the charge packet of each pixel is shifted. In every stage the packet crosses a region of high electric field, where an electron may release a further electron by impact ionisation. We describe one stage by a single number $p$. Each electron that enters leaves with one companion with probability $p$, and leaves alone with probability $1-p$. Electrons are neither lost nor added in any other way, each electron acts independently of the others and of its own past, and all stages have the same $p$. These are the assumptions of the model. Charge is counted in electrons throughout.

For one electron entering one stage, let $b$ be the number of extra electrons, which is 0 or 1. Its mean is $E[b]=p$. Since $0^2=0$ and $1^2=1$, we have $b^2=b$ and therefore

$$
\operatorname{Var} b=E[b^2]-E[b]^2=p-p^2=p(1-p).
$$

The number of electrons that leave is $1+b$. Its mean is $m=1+p$, and its variance is the same $p(1-p)$, because adding a constant does not change a variance. This variance vanishes at both ends of the range: at $p=0$ no electron multiplies, at $p=1$ every electron does, and in neither case is anything left to chance.

Now follow the descendants of one electron at the entrance of the register. Let $X_j$ be their number after $j$ stages, the original electron included, so that $X_0=1$. Stage $j+1$ acts on each of the $X_j$ electrons separately:

$$
X_{j+1}=\sum_{i=1}^{X_j}(1+b_i)=mX_j+\varepsilon_j,
\qquad
\varepsilon_j=\sum_{i=1}^{X_j}(b_i-p).
$$

The second form separates what the stage does on average from the fresh randomness $\varepsilon_j$ that it introduces. For a given value of $X_j$, the mean of $\varepsilon_j$ is zero. Its variance for that value is $p(1-p)X_j$, because the variances of independent terms add. Averaging over $X_j$ gives

$$
E[\varepsilon_j]=0,\qquad E[\varepsilon_j^2]=p(1-p)E[X_j].
$$

The mean charge therefore grows by the factor $m$ in each stage, and

$$
E[X_j]=m^j,\qquad G\equiv E[X_N]=m^N=(1+p)^N .
$$

The number $G$ is the total mean gain. For the variance, subtract the means and square:

$$
\operatorname{Var}X_{j+1}
=m^2\operatorname{Var}X_j
+2m\,E\big[(X_j-m^j)\varepsilon_j\big]
+E[\varepsilon_j^2].
$$

The middle term is zero. For each fixed $X_j$ the factor $X_j-m^j$ is a constant, and it multiplies a quantity whose mean is zero. What remains is the recursion

$$
\operatorname{Var}X_{j+1}=m^2\operatorname{Var}X_j+p(1-p)m^j .
$$

The first term is the noise already present, amplified together with the signal. The second is the noise that this stage creates. The amplified part carries $m^2$ and not $m$, because any deviation of $X_j$ from its mean, whatever its origin, is itself multiplied by $m$ on average. If an electron failed to release a companion early, for example, all the later descendants of that companion are missing together.

The recursion is easiest to solve for the variance relative to the squared mean. Define

$$
v_j=\frac{\operatorname{Var}X_j}{m^{2j}},\qquad v_0=0.
$$

Dividing the recursion by $m^{2(j+1)}$ turns the first term into $v_j$, while the second becomes $p(1-p)m^j/m^{2j+2}$. Hence

$$
v_{j+1}=v_j+\frac{p(1-p)}{m^2}\,m^{-j}.
$$

Each stage adds a positive amount, and the amounts fall geometrically. Summing from $j=0$ to $N-1$ requires

$$
\sum_{j=0}^{N-1}m^{-j}=\frac{1-m^{-N}}{1-m^{-1}}
=\frac{m}{m-1}\left(1-\frac1G\right)
=\frac{m}{p}\left(1-\frac1G\right),
$$

where $m-1=p$ was used in the last step. One factor $p$ and one factor $m$ cancel, and the result for $p>0$ is

$$
v_N=\frac{\operatorname{Var}X_N}{G^2}
=\frac{1-p}{1+p}\left(1-\frac1G\right).
$$

For $p=0$ there is no gain, $G=1$, and both sides are zero.

A register of two stages with $p=1/2$ can be worked out by listing the outcomes. After the first stage there are one or two electrons, with probability $1/2$ each. One electron then becomes one or two. Two electrons become two, three or four, with probabilities $1/4$, $1/2$ and $1/4$. The final numbers 1, 2, 3 and 4 thus have probabilities $1/4$, $3/8$, $1/4$ and $1/8$. Their mean is $9/4=(3/2)^2$, as it should be, and the mean of their squares is

$$
\frac14+4\cdot\frac38+9\cdot\frac14+16\cdot\frac18=6 .
$$

The relative variance is $6/(9/4)^2-1=32/27-1=5/27$. The formula gives $\tfrac13\left(1-\tfrac49\right)=5/27$, in agreement.

A pixel delivers a random number $n_{\rm in}$ of electrons to the register, with mean $n$. The output $S$ is the sum of the independent contributions of these electrons. Splitting it as before,

$$
S=\sum_{k=1}^{n_{\rm in}}X^{(k)}
=G\,n_{\rm in}+\sum_{k=1}^{n_{\rm in}}\left(X^{(k)}-G\right),
$$

where $X^{(k)}$ is the output due to the $k$th electron. The last sum has zero mean for every fixed $n_{\rm in}$, so it is uncorrelated with the first term. Its variance is $\operatorname{Var}X_N$ times the mean number of terms. Therefore

$$
\operatorname{Var}S=G^2\operatorname{Var}n_{\rm in}+n\operatorname{Var}X_N .
$$

Photoelectrons generated by steady light of ordinary thermal or laser sources are, to a good approximation at these signal levels, Poisson distributed, and then $\operatorname{Var}n_{\rm in}=n$. This is the shot noise. A noiseless amplifier of gain $G$ would deliver the variance $G^2n$, because it multiplies every deviation by $G$. The excess noise factor compares the actual variance with this value:

$$
F^2\equiv\frac{\operatorname{Var}S}{G^2n}=1+v_N .
$$

Inserting $v_N$ gives the central result,

$$
F^2=1+\frac{1-p}{1+p}\left(1-\frac1G\right)
=\frac{2-(1-p)/G}{1+p}.
$$

The second form follows by putting both terms over $1+p$, since $(1+p)+(1-p)=2$. With this convention $F^2$ is a ratio of variances, and the standard deviation grows by $F$. Because $E[X_N^2]=\operatorname{Var}X_N+G^2$, one may also write $F^2=E[X_N^2]/G^2$ for Poisson input.

The reference to Poisson input matters. Let the input have $\operatorname{Var}n_{\rm in}=fn$, where $f>0$ is its Fano factor. Dividing the output variance by the amplified input variance gives

$$
\frac{\operatorname{Var}S}{G^2\operatorname{Var}n_{\rm in}}
=1+\frac{v_N}{f}=1+\frac{F^2-1}{f}.
$$

The noise added by the register, referred to the input, is $n v_N$ in every case. A quieter input makes the same addition look larger in proportion. In the limit of a fixed number of input electrons the ratio diverges, although the output variance itself is then smaller than for Poisson input with the same mean.

Consider now a register with $N=600$ stages and total gain $G=1000$. The probability per stage follows from $(1+p)^{600}=1000$:

$$
p=\exp\left(\frac{\ln 1000}{600}\right)-1
=\exp(0.011513)-1=0.011579 .
$$

An electron thus multiplies in about 1.16 % of its transfers. The noise factor is

$$
F^2=1+\frac{0.988421}{1.011579}\times0.999=1.976,
\qquad F=1.406 .
$$

The shot-noise entry for 25 electrons is therefore $25\times1.976=49.4$ electrons squared, close to twice the value without multiplication.

The same number can be reached without the variance recursion, by constructing the complete probability distribution of the output. Let $f_j(s)=E[s^{X_j}]$ be the generating function, in which the coefficient of $s^x$ is the probability of $x$ electrons. Let $g(s)$ denote the function for one stage. Since one electron becomes one or two,

$$
g(s)=(1-p)s+ps^2=s\,[1+p(s-1)] .
$$

In a register of $j+1$ stages, the first stage produces one or two electrons, and each of them then passes independently through the remaining $j$ stages. The generating function of a sum of independent numbers is the product of their generating functions, so

$$
f_{j+1}(s)=g\big(f_j(s)\big),\qquad f_0(s)=s .
$$

For Poisson input, averaging $f_N(s)^{n_{\rm in}}$ over $n_{\rm in}$ gives

$$
\sum_{k=0}^{\infty}e^{-n}\frac{n^k}{k!}f_N(s)^k
=\exp\{n[f_N(s)-1]\}.
$$

If $s$ takes equally spaced values on the unit circle of the complex plane, this expression is the discrete Fourier transform of the output distribution, provided that the number of points exceeds the range of outputs with appreciable probability. An inverse transform recovers the individual probabilities. For $n=25$, $N=600$ and $G=1000$, the distribution obtained in this way has a mean of 25 000 electrons and a standard deviation of 7029 electrons. Its variance divided by $G^2n$ is 1.97613, and the closed formula gives the same 1.97613.

The construction also covers input that is not Poissonian. Take four independent trials, each of which supplies an electron with probability $1/2$. The mean is 2, the variance is 1, and hence $f=1/2$. The output distribution of the 600-stage register then gives a variance ratio of 2.952, which agrees with $1+0.97613/0.5$.

The standard deviation of 7029 electrons also shows what would go wrong if the 25 000 output electrons were treated as a Poisson number in their own right. The square root of 25 000 is 158, too small by a factor of about 44. The output electrons are not independent events. They fall into about 25 families, one for each input electron, and the fluctuations are set by the number and the unequal sizes of these families.

## When the variance doubles, and what follows

In a register of $N$ stages, each electron gains one companion per stage with probability $p$. The mean gain per stage is $m=1+p$, and the total gain is $G=m^N$. One input electron produces the output $X_N$, with relative variance $v_N=\operatorname{Var}X_N/G^2$. For Poisson input of mean $n$, the output variance divided by $G^2n$ is

$$
F^2=1+v_N=1+\frac{1-p}{1+p}\left(1-\frac1G\right).
$$

The recursion behind this result adds $p(1-p)m^{-j-2}$ to the relative variance in stage $j+1$. The example has $N=600$, $G=1000$, $p=1.158\ \%$, $n=25$ and $F^2=1.976$.

To see when $F^2$ approaches 2, subtract it from 2:

$$
2-F^2=\frac{2p}{1+p}+\frac{1-p}{(1+p)G}.
$$

Both terms are non-negative, and the first is positive for every $p>0$, so $F^2$ stays below 2 in this model. Doubling requires both terms to be small. The second is small when $G\gg1$, and the first when $p\ll1$. High total gain by itself is not sufficient; it must be built up from many weak stages. Since $\ln(1+p)=(\ln G)/N$, the condition $p\ll1$ means $N\gg\ln G$. In the example the two terms are 0.0229 and 0.0010, so the finite probability per stage accounts for most of the distance from 2.

If $N$ grows at fixed $G$, then $p\to0$ and $F^2\to2-1/G$. The approach to this limit follows from

$$
2-\frac1G-F^2
=\left(1-\frac1G\right)\left[1-\frac{1-p}{1+p}\right]
=\left(1-\frac1G\right)\frac{2p}{1+p},
$$

and the last factor is $2p/(1+p)=2(1-1/m)=2\left(1-e^{-(\ln G)/N}\right)\approx2(\ln G)/N$. For $N=100\,000$ and $G=1000$ this predicts a deficit of 0.000138. The recursion carried out stage by stage gives $F^2=1.998862$, which lies below 1.999 by this amount.

The opposite order of limits gives a different answer. At fixed $N$ the gain cannot exceed $2^N$, and as it approaches this ceiling $p$ tends to 1 and $F^2$ to 1. Ten stages with a total gain of 1000 need $p=99.5\ \%$, and their noise factor is 1.002. Nearly every electron doubles in every stage, so there is hardly any randomness left. No silicon register works in this regime, but the case shows that, with at most one ionisation per electron and stage, a large gain brings $F^2$ close to 2 only if ionisation is rare in each stage.

At fixed $N$, therefore, $F^2$ starts from 1 at $p=0$, rises, and returns to 1 at $p=1$. To find the maximum, differentiate $2-F^2$, written with $G=(1+p)^N$:

$$
\frac{d(2-F^2)}{dp}
=\frac{2}{(1+p)^2}-\frac{1}{(1+p)^{N+1}}
-\frac{(N+1)(1-p)}{(1+p)^{N+2}} .
$$

Taking out $(1+p)^{-2}$ leaves

$$
\frac{1}{(1+p)^2}\left\{2-\frac{(1+p)+(N+1)(1-p)}{G}\right\}
=\frac{1}{(1+p)^2}\left\{2-\frac{2+N(1-p)}{G}\right\}.
$$

The derivative vanishes when

$$
G=1+\frac{N(1-p)}{2}.
$$

The left side rises with $p$ from 1, while the right side falls from $1+N/2$ to 1, so they meet once. Below the meeting point $2-F^2$ decreases, and above it $2-F^2$ increases; the point is the single maximum of $F^2$. For many stages it lies near $G=N/2$. For $N=600$ the condition gives $G=298$ with $p=0.954\ \%$, and there $F^2=1.978$. The variation with gain at 600 stages is as follows.

| $G$ | $p$ (%) | $F^2$ |
|---:|---:|---:|
| 2 | 0.116 | 1.499 |
| 10 | 0.385 | 1.893 |
| 100 | 0.770 | 1.975 |
| 1000 | 1.158 | 1.976 |
| 10 000 | 1.547 | 1.969 |

Most of the penalty is already incurred at a gain of 10. Between 100 and 10 000 the noise factor changes by less than half a per cent, so within this model the gain in that range can be chosen on other grounds, such as read noise and charge capacity.

The early onset has a simple origin. Once $K$ stages have been passed, the expected final output is $m^{N-K}X_K$. The part of the final variance that is already fixed is the variance of this quantity, $m^{2(N-K)}\operatorname{Var}X_K$. Divided by $G^2$ it is $v_K$, and its share of the total is

$$
\frac{v_K}{v_N}=\frac{1-m^{-K}}{1-m^{-N}} .
$$

In the example, the first 200 stages give a mean gain of 10, because $1000^{1/3}=10$. They fix $0.9/0.999=90.1\ \%$ of the single-electron variance. In these stages a family has few members, and one ionisation more or less changes its size by a large fraction. In the later stages many electrons multiply side by side and their random choices average out.

The limiting value 2 can also be read from the shape of the single-electron output. The generating functions $f_j(s)$ of $X_j$ obey $f_{j+1}=f_j[1+p(f_j-1)]$, which means

$$
f_{j+1}-f_j=p f_j(f_j-1).
$$

For small $p$ the steps are small, and $\ln m\approx p$. To this accuracy $t=j\ln m$ may be treated as a continuous variable, with $df/dt=f(f-1)$ and $f=s$ at $t=0$. Put $u=1/f-1$. Then

$$
\frac{du}{dt}=-\frac{1}{f^2}\frac{df}{dt}=-\frac{f-1}{f}=\frac1f-1=u,
$$

so $u$ grows as $e^t$. At the end of the register $e^t=m^N=G$, and $1/f-1=G(1/s-1)$. Solving for $f$ and expanding in powers of $s$,

$$
f=\frac{s}{G-(G-1)s}
=\sum_{x=1}^{\infty}\frac1G\left(1-\frac1G\right)^{x-1}s^x .
$$

In this limit of small $p$ the output is geometrically distributed. The probability that it exceeds $x$ is $(1-1/G)^x$, which for large $G$ is close to $e^{-x/G}$. An exponential distribution has a standard deviation equal to its mean, so $v_N\to1$. The unequal family sizes then contribute as much variance as the random number of families, and this is the doubling. For the 600-stage register the ratio of standard deviation to mean is 0.988, and the probability of an output above $G$ is 0.3695, against $e^{-1}=0.3679$ for the exponential law.

We can now settle the question of the noise budget. Let the output amplifier add an independent read noise of $\sigma=50$ electrons rms. Referred to the input it is $\sigma/G=0.05$ electrons, and the signal-to-noise ratio is

$$
\frac{n}{\sqrt{nF^2+(\sigma/G)^2}}
=\frac{25}{\sqrt{49.40+0.0025}}=3.56 .
$$

Shot noise alone would give $\sqrt{25}=5$. The same amplifier without multiplication gives $25/\sqrt{25+2500}=0.50$. With this amplifier held fixed, the register improves the ratio about sevenfold.

The comparison changes if the alternative is a quieter amplifier with read noise $\sigma_0$ and no gain. The register is then preferable when its variance is the smaller one, $nF^2+(\sigma/G)^2<n+\sigma_0^2$, that is, when

$$
\sigma_0^2>n(F^2-1)+\left(\frac{\sigma}{G}\right)^2 .
$$

For 25 electrons the right side is 24.4, and the break-even read noise is 4.9 electrons rms. If the frame rate permits an ordinary readout below this value, the register should be left off for this signal. As long as the referred read noise and any unwanted charge are negligible, the threshold grows as $\sqrt n$, so fainter signals favour the register.

When read noise is negligible, the squared signal-to-noise ratio with gain is $n/F^2$. The mean signal is proportional to the quantum efficiency and to the exposure time. The register therefore acts on this ratio as if the quantum efficiency had been divided by 1.98, and recovering the precision of a noiseless amplifier takes an exposure 1.98 times as long at the same illumination. This holds when the output is used as a proportional measure of the signal.

The example lies in the regime of cooled silicon devices, which have several hundred stages, probabilities of the order of one per cent per stage, and gains up to about a thousand. The read noise and the device values used below are rough typical figures, not data of a particular sensor. Real devices break several assumptions of the model. For the 25-electron signal and the rough values used below, the one that moves $F^2$ most among those that add noise is the limit of one ionisation per electron and stage. The ranking depends on the signal: the gain wander below overtakes it above roughly 230 electrons, and the unwanted charge at signals of about one electron or less. Suppose that each ionisation is followed by another in the same stage with probability $q$, which is also the probability of the first. The number $K$ of extra electrons is then zero with probability $1-q$, and otherwise one plus a fresh copy of $K$. Hence $E[K]=q(1+E[K])$ and $E[K^2]=q(1+2E[K]+E[K^2])$. With $E[K]=q/(1-q)=p$, so that the gain is unchanged, these give

$$
E[K^2]=p(1+2p),\qquad \operatorname{Var}K=p(1+p).
$$

This replaces $p(1-p)$ in the recursion. The factor $1-p$ in the final formula becomes $1+p$, and $F^2=2-1/G=1.999$, an increase of 0.023. The mean number of extra electrons, $q/(1-q)$, would grow without limit if $q$ approached 1; here $q=p/(1+p)$ is about 1.1 %. The same value $2-1/G$ results if every electron present, old or new, ionises at a constant rate over the path it still has in the stage, since this amounts to cutting each stage into many weaker ones, which is the limit $N\to\infty$ at fixed $G$ found above. It is not an upper bound. If both electrons present after an ionisation can ionise again in the same stage, each with the full probability of the first and not with a share that shrinks along the remaining path, $F^2$ rises to about 2.02 at the same gain. Ionisation by the holes created alongside the electrons, which the model omits, also adds noise.

Gain wander depends on how the noise is measured. If the gain varies from frame to frame with relative rms value $\gamma$, and $F^2$ is held fixed, the variance of one pixel over many frames, divided by $G^2n$, is $(1+\gamma^2)F^2+\gamma^2n$. The increase is $\gamma^2(n+F^2)$, or 0.0027 for $\gamma=1\ \%$ and 25 electrons, and it grows with the signal. Since $dG/G=N\,dp/(1+p)$, a change of $p$ by 0.15 % of its value is enough to cause this wander, which sets the demand on the stability of temperature and clock voltage.

Unwanted electrons add less. If dark current and clocking supply 0.01 electrons per pixel before the register, they add $0.01F^2/25=0.0008$ to $F^2$. If a Poisson number with mean $c=10^{-4}$ appears in each stage, an electron with $k$ stages still ahead contributes $E[X_k^2]$, and the addition is

$$
\frac{c}{G^2n}\sum_{k=0}^{N-1}E[X_k^2]=0.0003 .
$$

Read noise adds 0.0001. Unequal stages also matter little: if $p$ falls linearly along the register from 10 % above to 10 % below its central value, at the same total gain, $F^2$ changes by $-0.0017$.

Imperfect transfer acts in the other direction. If each stage leaves behind a fraction $10^{-5}$ of the packet, a share $\epsilon=0.6\ \%$ arrives one pixel late. Under uniform illumination, mixing two independent neighbours in this proportion multiplies the variance by $(1-\epsilon)^2+\epsilon^2$, a drop of 1.2 %, or 0.024 in $F^2$. This is a rough size and somewhat too large, because it treats the late charge as a fixed fraction of each packet. In the early stages single electrons are left behind at random, and the whole family of such an electron arrives late together; allowing for this reduces the drop to about 0.020 in $F^2$. The drop is not a gain in precision, since the image is blurred at the same time.

Finally, the register must be able to hold the amplified charge. A packet five standard deviations above the mean contains $25\,000+5\times7029\approx60\,000$ electrons, well below a rough capacity of 500 000. At the same gain, a mean signal of 500 electrons would already reach that capacity, and the independence of the electrons assumed here could no longer be relied on. Most of the values behind these estimates are listed in the numerical output; the value 2.02 for the case in which both electrons can ionise again, and the drop of 0.020 for electrons left behind at random, are not among them.

## Computed values

```
stages N: 600
total mean gain G: 1000
mean signal: 25 electrons per pixel
read noise at output: 50 electrons rms
probability per stage p: 1.1579 %
F2 from formula: 1.97613
F2 from full output distribution: 1.97613
noise amplitude factor F: 1.4057
mean output: 25000 electrons
output standard deviation: 7029 electrons
one electron in, output std/mean: 0.9880
one electron in, P(output > G): 0.3695
exponential law value exp(-1): 0.3679
mean gain after first 200 stages: 10.000
variance share fixed by them: 90.09 %
variance ratio, binomial input (Fano 1/2): 2.9523
N=600, G=2: p=0.1156 %, F2=1.49885
N=600, G=10: p=0.3845 %, F2=1.89311
N=600, G=100: p=0.7705 %, F2=1.97486
N=600, G=1000: p=1.1579 %, F2=1.97613
N=600, G=10000: p=1.5469 %, F2=1.96944
gain at largest F2 for N=600: 298.1
p at largest F2: 0.9541 %
largest F2 for N=600: 1.97781
N=10, G=1000: p=99.526 %, F2=1.00237
N=100000, G=1000: F2=1.998862
limit 2-1/G at G=1000: 1.999000
SNR, shot noise only: 5.000
SNR, with gain and read noise: 3.557
SNR, same amplifier without gain: 0.498
read noise referred to input: 0.050 electrons rms
change of F2, read noise: +0.00010
spurious charge before register: 0.01 electrons/pixel
change of F2, charge before register: +0.00079
spurious charge in register: 1e-04 electrons/stage
change of F2, charge in register: +0.00034
gain wander: 1.0 % rms
change of p that causes it: 0.146 % of p
change of F2, gain wander: +0.00270
change of F2, p ramp from +10 % to -10 %: -0.001657
F2 with repeated ionisation in a stage: 1.99900
change of F2, repeated ionisation: +0.02287
charge left behind per stage: 1e-05 of packet
charge deferred over the register: 0.60 %
variance drop if it mixes two pixels: 1.19 %
packet at mean + 5 std: 60144 electrons
rough register full well: 500000 electrons
```
